# Does Reversing a Two-Layer Hydrogen Membrane Change Its Time Lag?

## Question

I am planning hydrogen permeation runs at 600 K on a nickel foil, 200 µm thick, with 50 µm of copper on one face. The membrane starts empty. At $t=0$ one side receives hydrogen at $10^5$ Pa while the other side is pumped. I read the time lag from the late straight part of the released amount against time.

Nickel dissolves far more hydrogen than copper, and copper is the main barrier. With nickel on the gas side, the nickel should fill almost to saturation. With copper on the gas side, it should stay nearly empty. I therefore expect a much longer lag with nickel first. How do I calculate the two lags?

## Answer

Your picture of the filling is right, but the expected difference in lag does not follow from it. For linear diffusion, Sieverts solubility in both layers and local equilibrium at the interface, the two lags are equal. The reason is that the lag does not count all stored hydrogen equally.

### The equation to solve

Let $x$ run from the gas side, $x=0$, to the pumped side, $x=\ell$. Write $u=\sqrt p$, where inside the metal $p$ is the hydrogen pressure that would be in equilibrium with the local concentration. Sieverts' law for the concentration of H atoms is $c=Ku$, with a constant $K$ in each layer. The concentration jumps at the interface, but local equilibrium makes $u$ continuous there. The atomic flux is

$$J=-D\frac{\partial c}{\partial x}=-DK\frac{\partial u}{\partial x},$$

and conservation of hydrogen gives

$$K\frac{\partial u}{\partial t}=\frac{\partial}{\partial x}\left(DK\frac{\partial u}{\partial x}\right).\tag{1}$$

The conditions are $u=0$ everywhere at the start, then $u(0,t)=u_0=\sqrt{p_0}$ and $u(\ell,t)=0$. The temperature and $p_0$ are the same in both orientations.

In the steady state $J$ is uniform. Integrating $-\partial u/\partial x=J_s/(DK)$ across the membrane gives

$$J_s=\frac{u_0}{R},\qquad R=\int_0^\ell\frac{dx}{DK}=R_A+R_B,\qquad R_i=\frac{l_i}{D_iK_i}.$$

Integrating from $x$ to $\ell$ instead gives the profile $u=u_0W(x)$, with

$$W(x)=\frac1R\int_x^\ell\frac{dx'}{D(x')K(x')}.$$

Thus $W$ is the share of the total resistance lying downstream of $x$.

### The lag as a weighted store

Let $Q(t)$ be the amount released downstream per unit area. The lag $L$ is defined by the late line $Q=J_s(t-L)$.

Take $v=1-W$. It satisfies $v(0)=0$, $v(\ell)=1$ and $DK\,v'=1/R$. Multiply (1) by $v$ and integrate by parts:

$$\frac{d}{dt}\int_0^\ell Kuv\,dx=\left[v\,DK\frac{\partial u}{\partial x}\right]_0^\ell-\int_0^\ell DK\,v'\frac{\partial u}{\partial x}\,dx.$$

There is no extra term at the interface, because $v$ and the flux are continuous there. The bracket equals $-J(\ell,t)$. In the last integral $DKv'$ is the constant $1/R$, and $u$ is continuous, so that

$$-\frac1R\int_0^\ell\frac{\partial u}{\partial x}\,dx=-\frac{u(\ell,t)-u(0,t)}{R}=\frac{u_0}{R}=J_s.$$

Hence the right-hand side is $J_s-J(\ell,t)$. Integrating over time from the empty state,

$$\int_0^\ell Kuv\,dx=J_st-Q(t).\tag{2}$$

At late times $u\to u_0W$ and the right side tends to $J_sL$. Dividing by $J_s=u_0/R$,

$$L=R\int_0^\ell K\,W(1-W)\,dx.\tag{3}$$

Now reverse the membrane and follow one point of the material. Its $K$ is unchanged, and so is $R$. The resistance that was upstream of it is now downstream, so $W$ becomes $1-W$. The product $W(1-W)$ does not change, and neither does $L$. The argument holds for any profiles $K(x)$ and $D(x)$, so a mixed interface does not spoil it. Where $K$ varies, the flux to use is $-DK\,\partial u/\partial x$; it is no longer equal to $-D\,\partial c/\partial x$.

The weight $1-W$ has a direct meaning. Release some hydrogen at $x$ with both faces held at $u=0$. The derivation of (2) then has no $J_s$ term, and the amount that eventually leaves downstream is the released amount times $v(x)$. So $1-W$ is the share that exits downstream. Near the inlet the metal is filled almost to equilibrium with the gas, but little of that hydrogen would leave on the far side.

### Formula for two layers

Let A come first, and let $s$ run from 0 to 1 across it. Then $W=1-r_As$, where $r_i=R_i/R$, and A contributes

$$RK_Al_A\int_0^1(1-r_As)\,r_As\,ds=RK_Al_A\left(\frac{r_A}{2}-\frac{r_A^2}{3}\right)=\tau_A\left(\frac12-\frac{r_A}{3}\right).$$

The last step uses $RK_Al_Ar_A=K_Al_AR_A=l_A^2/D_A\equiv\tau_A$. In B, measure $s$ from the outlet, so that $W=r_Bs$. The same integral appears with B in place of A. Therefore

$$L=\tau_A\left(\frac12-\frac{r_A}{3}\right)+\tau_B\left(\frac12-\frac{r_B}{3}\right).\tag{4}$$

Since $r_A+r_B=1$, this can also be written as

$$L=\frac{\tau_A+\tau_B}{6}+\frac{\tau_Ar_B+\tau_Br_A}{3}.$$

The first term is the sum of the single-layer lags, and the second comes from coupling the layers. Two limits are useful:

- If B has neither resistance nor storage, then $r_A=1$, $\tau_B=0$ and $L=l_A^2/(6D_A)$.
- If B carries almost all the resistance and stores so little that $\tau_B=K_Bl_BR_B\ll\tau_A$, then $r_A\to0$ and $L\to\tau_A/2$. This is three times the lag of A alone, whichever side the barrier is on.

### The whole release curve is the same

Denote Laplace transforms by hats and the transform variable by $\sigma$. In each layer (1) becomes $\hat u''=(\sigma/D)\hat u$. Let $z_i=\sqrt{\sigma\tau_i}$. Starting from $\hat u=0$ and flux $\hat J$ at the outlet, integration back through B gives, at the interface,

$$\hat u=\hat J R_B\frac{\sinh z_B}{z_B},\qquad \hat J_{\rm int}=\hat J\cosh z_B.$$

Going back through A adds $\cosh z_A$ times this $\hat u$ and $R_A\sinh z_A/z_A$ times this flux. At the inlet $\hat u=u_0/\sigma$, so

$$\frac{u_0}{\sigma}=\hat J\,B(\sigma),\qquad B=R_B\cosh z_A\frac{\sinh z_B}{z_B}+R_A\cosh z_B\frac{\sinh z_A}{z_A}.$$

Exchanging A and B leaves $B(\sigma)$ unchanged. The outlet flux is therefore the same at every time, not merely in its late intercept.

For small $\sigma$, use $\cosh z\simeq1+\sigma\tau/2$ and $\sinh z/z\simeq1+\sigma\tau/6$. The coefficient of $\sigma\tau_A$ in $B/R$ is $r_B/2+r_A/6=1/2-r_A/3$, and likewise for B. Thus $B\simeq R(1+\sigma L)$ with the $L$ of (4), and $\hat Q=\hat J/\sigma\simeq J_s(1/\sigma^2-L/\sigma)$, which is the late line again.

### Your membrane

I use round transport values of the right order for 600 K. The solubilities may be off by a factor of two or more, and probably lie low. They are close to common handbook values counted in moles of H₂; counted in H atoms, those values are about $4.8\times10^{-2}$ and $6.5\times10^{-4}$. With handbook $D$ and $K$, the flux and the nickel-first inventory come out about 2.4 times larger than below, and the lag is 75 s. In the linear model, a common factor in both $K$ changes the flux and the inventories in proportion, but not the lag.

| Layer | $D$ (m²/s) | $K$ (mol m⁻³ Pa⁻¹ᐟ²) | $\tau$ (s) | $r$ |
|---|---:|---:|---:|---:|
| Ni, 200 µm | $2.5\times10^{-10}$ | $2.0\times10^{-2}$ | 160 | 0.0876 |
| Cu, 50 µm | $4.0\times10^{-10}$ | $3.0\times10^{-4}$ | 6.25 | 0.9124 |

The resistances behind $r$ are $4.00\times10^7$ and $4.17\times10^8$ m² s Pa¹ᐟ²/mol. With $u_0=316$ Pa¹ᐟ², the steady flux is $J_s=6.92\times10^{-7}$ mol m⁻² s⁻¹ of H atoms. Equation (4) gives

$$L=160\left(0.5-\frac{0.0876}{3}\right)+6.25\left(0.5-\frac{0.9124}{3}\right)\simeq75.3+1.2=76.6\ \text{s},$$

with the sum taken before rounding. This is about 1.3 min in either orientation. The single-layer lags add up to only 27.7 s. Reading 76.6 s as the lag of one uniform 250 µm slab would give $D=\ell^2/(6L)=1.36\times10^{-10}$ m²/s, which is below the value in either metal.

A finite-volume solution of (1) gives these outlet fluxes, as fractions of $J_s$:

| Time (s) | Ni first | Cu first |
|---:|---:|---:|
| 20 | 0.086 | 0.086 |
| 50 | 0.424 | 0.424 |
| 100 | 0.748 | 0.748 |
| 200 | 0.952 | 0.952 |

What does change is the steady inventory $M=u_0\int KW\,dx$. The mean of $W$ is $1-r_i/2$ in a first layer and $r_i/2$ in a second, so with nickel first

$$M=u_0\left[K_{\rm Ni}l_{\rm Ni}\left(1-\frac{r_{\rm Ni}}2\right)+K_{\rm Cu}l_{\rm Cu}\frac{r_{\rm Cu}}2\right]=1.21\times10^{-3}\ \text{mol/m}^2.$$

Exchanging the labels gives $5.80\times10^{-5}$ mol/m² with copper first, about 21 times less. But hydrogen in the middle of the nickel has a downstream exit share of 4.4 % with nickel first and about 96 % with copper first. The larger store has the smaller weight.

The difference is visible at the inlet. The amount taken up is $Q+M$ at late times, or $J_s[t+(M/J_s-L)]$. The offset in parentheses is about 1670 s with nickel first and 7.2 s with copper first. Nickel on the gas side fills through its own small resistance, so its filling is not limited to the rate $J_s$.

### When the two lags differ

Suppose hydrogen also sits in traps that are in local equilibrium with the lattice. The stored amount becomes $S(u)$ while the lattice flux remains $-DK\,\partial u/\partial x$. Replacing $Ku$ by $S(u)$ in the derivation of (2) gives

$$L=\frac R{u_0}\int_0^\ell S(u_0W)(1-W)\,dx.\tag{5}$$

Reversal changes the integrand to $S(u_0(1-W))\,W$. For $S\propto u$ the two agree; for saturable traps in one layer they generally do not.

As a trial, put traps in the nickel with

$$S=Ku+\frac{Nbu}{1+bu},\qquad b=\frac K{N_L}e^{E/k_BT}.$$

Here $N_L=1.52\times10^5$ mol/m³ is the density of lattice sites, one per Ni atom, and $N=10^{-5}N_L$ is an assumed trap density. For a binding energy $E=0.6$ eV the traps are half full at $u=1/b=69$ Pa¹ᐟ². Numerical integration of (5) gives 92 s with nickel first and 142 s with copper first. The order is opposite to your expectation. The ratio of trapped to lattice hydrogen, $(Nb/K)/(1+bu)$, falls as $u$ rises, so traps add relatively less to the nickel when it is well filled. With $E=0.3$ eV, both lags are 76.8 s.

Surface reactions are another nonlinearity, because their net rate depends on $p-u^2$ at the surface. I repeated the finite-volume calculation with assumed sticking probabilities of $10^{-2}$ on nickel and $10^{-6}$ on copper, and a 10 L/s pump on 1 cm² of membrane. The lags were 76.7 s with nickel first and 76.6 s with copper first, and the steady flux fell by at most about 0.5 %. Less active surfaces matter, above all a nickel exit face. With a sticking probability of $10^{-6}$ on nickel the copper-first lag rises to 85 s, and with $10^{-7}$ to 105 s. The nickel-first lag stays near 77 s, and the copper-first flux falls by only 0.5 % and 1.6 %. This asymmetry has the same sign as that from the traps, so the order of the two lags does not tell the causes apart.

For a real foil, 76.6 s is only as good as the rough transport values, and 50 µm is a thick coating. Lattice filling is no concern here: at most $4\times10^{-5}$ of the nickel sites are occupied with the tabulated $K$, and about $10^{-4}$ with the handbook value. Deep traps or a contaminated nickel surface can matter much more. In the trap trial above the lag rose by 20 % or 86 %, depending on orientation. These figures follow from the assumed $N$, $E$ and $K$; with handbook $D$ and $K$ they become about 10 % and 68 %. A broadly mixed interface, left for example by earlier annealing at a much higher temperature, would shift the common value too; lattice diffusion at 600 K is far too slow to mix the metals over micrometres during the runs. When I let $\ln D$ and $\ln K$ change smoothly as a tanh of width 10 µm, both lags became 69.9 s; mixing $D$ and $K$ linearly over the same profile gives 73.5 s, so the size of the shift depends on the unknown alloy properties.

So if you measure the same membrane both ways, at the same temperature and pressure and from an empty start, a difference beyond the measuring error means that at least one assumption has failed. Equal lags are weaker evidence: the 0.3 eV traps would pass unnoticed.
